# Two-point extrapolation of correlation energies: derivation, size consistency and noise: verification in Python

```python
# Result under test: if E_X = E_inf + A / X^3 at two cardinal numbers X > Y, then
#   E_inf = (X^3 E_X - Y^3 E_Y) / (X^3 - Y^3).
# The map is linear, so additive inputs give additive limits, and independent
# input errors of equal size grow by sqrt(X^6 + Y^6) / (X^3 - Y^3).
# E_X: correlation energy in the cc-pVXZ basis; E_inf: estimated basis limit.
# Energies are in hartree (Eh) unless a label says otherwise.
import itertools
from math import factorial, sqrt
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, cc, ci, fci

BASIS = {2: "cc-pvdz", 3: "cc-pvtz", 4: "cc-pvqz", 5: "cc-pv5z"}


def two_point(e_x, e_y, x, y):
    return (x**3 * e_x - y**3 * e_y) / (x**3 - y**3)


def solve_model(e_x, e_y, x, y):
    """Solve the two model equations directly; returns E_inf and A."""
    matrix = np.array([[1.0, x**-3.0], [1.0, y**-3.0]])
    return np.linalg.solve(matrix, np.array([e_x, e_y]))


def hartree_fock(atoms, basis):
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mf


def ccsd_correlation(mf):
    solver = cc.CCSD(mf)
    solver.conv_tol = 1e-10
    solver.conv_tol_normt = 1e-7
    solver.max_cycle = 150
    solver.kernel()
    assert solver.converged
    return solver.e_corr


def hylleraas_energy(order, even_u_only=False):
    """Variational He energy with exp(-z s) s^l t^m u^n, l+m+n <= order, m even.
    s = r1 + r2, t = r2 - r1, u = r12. Returns lowest energy over a few z
    and the number of terms."""
    powers = [(l, m, n) for l in range(order + 1)
              for m in range(0, order + 1, 2) for n in range(order + 1)
              if l + m + n <= order and not (even_u_only and n % 2)]
    size = len(powers)
    best = 0.0
    for z in (1.7, 1.9, 2.1):
        def integral(a, b, c):
            # integral over 0 < t < u < s of s^a t^b u^c exp(-2 z s)
            k = a + b + c + 2
            return factorial(k) / ((b + 1) * (b + c + 2) * (2 * z)**(k + 1))

        overlap = np.zeros((size, size))
        hamil = np.zeros((size, size))
        for i, (l, m, n) in enumerate(powers):
            for j, (p, q, r) in enumerate(powers[:i + 1]):
                a, b, c = l + p, m + q, n + r
                norm = integral(a + 2, b, c + 1) - integral(a, b + 2, c + 1)
                terms = [(-8.0, 1, 0, 1), (1.0, 2, 0, 0), (-1.0, 0, 2, 0)]
                squares = [(l * p, -2, 0, 0), (-z * a, -1, 0, 0),
                           (z * z, 0, 0, 0), (m * q, 0, -2, 0),
                           (n * r, 0, 0, -2)]
                for f, ds, dt, du in squares:
                    terms += [(f, ds + 2, dt, du + 1),
                              (-f, ds, dt + 2, du + 1)]
                mixed_su = l * r + p * n
                terms += [(mixed_su, 0, 0, 1), (-mixed_su, 0, 2, -1),
                          (-z * c, 1, 0, 1), (z * c, 1, 2, -1)]
                mixed_tu = m * r + q * n
                terms += [(mixed_tu, 2, 0, -1), (-mixed_tu, 0, 0, 1)]
                value = sum(f * integral(a + ds, b + dt, c + du)
                            for f, ds, dt, du in terms if f != 0)
                overlap[i, j] = overlap[j, i] = norm
                hamil[i, j] = hamil[j, i] = value
        scale = 1 / np.sqrt(np.diag(overlap))
        lowest = eigh(hamil * np.outer(scale, scale),
                      overlap * np.outer(scale, scale), eigvals_only=True)[0]
        best = min(best, lowest)
    return best, size


# ---- Reference for He, independent of the correlation-consistent bases ----
e_full, n_full = hylleraas_energy(5)
e_prev, n_prev = hylleraas_energy(4)
e_short, n_short = hylleraas_energy(3)
e_smooth, n_smooth = hylleraas_energy(5, even_u_only=True)
assert 0 <= e_prev - e_full < 2e-5
# More smooth terms do worse than fewer terms that include odd powers of r12.
assert n_smooth > n_short
assert e_smooth - e_full > 3 * (e_short - e_full)
s_wide = {"He": [[0, [0.08 * 2.3**k, 1.0]] for k in range(16)]}
s_less = {"He": [[0, [0.08 * 2.6**k, 1.0]] for k in range(13)]}
hf_limit = hartree_fock("He 0 0 0", s_wide).e_tot
assert abs(hf_limit - hartree_fock("He 0 0 0", s_less).e_tot) < 1e-5
reference = e_full - hf_limit
print(f"He Hylleraas energy, {n_full} terms: {e_full:.6f} Eh")
print(f"  lowering from {n_prev} to {n_full} terms: {(e_prev-e_full)*1e6:.2f} microEh")
print(f"  {n_short} terms with odd r12 powers, error: {(e_short-e_full)*1e3:.4f} mEh")
print(f"  {n_smooth} terms, even r12 powers only, error: {(e_smooth-e_full)*1e3:.4f} mEh")
print(f"He near-limit Hartree-Fock energy: {hf_limit:.6f} Eh")
print(f"He reference correlation energy: {reference:.6f} Eh")

# ---- He in the correlation-consistent series ----
corr, hf_error, missing = {}, {}, {}
for x, name in BASIS.items():
    mf = hartree_fock("He 0 0 0", name)
    corr[x] = ccsd_correlation(mf)
    hf_error[x] = mf.e_tot - hf_limit
    missing[x] = corr[x] - reference
    count = mf.mol.nao
    assert count == x * (x + 1) * (2 * x + 1) // 6
    if x == 3:  # CCSD is full CI for two electrons
        assert abs(fci.FCI(mf).kernel()[0] - mf.e_tot - corr[x]) < 1e-7
    print(f"He X={x}, N={count}: Ecorr {corr[x]:.6f} Eh, missing "
          f"{missing[x]*1e3:.3f} mEh, X^3*missing {x**3*missing[x]*1e3:.1f} mEh, "
          f"HF error {hf_error[x]*1e3:.3f} mEh")
scaled = [x**3 * missing[x] for x in BASIS]
assert max(scaled) / min(scaled) < 1.4
assert hf_error[2] / hf_error[5] > 2 * missing[2] / missing[5]
ratio = (corr[3] - corr[4]) / (corr[4] - corr[5])
exponent = brentq(lambda p: (3**-p - 4**-p) / (4**-p - 5**-p) - ratio, 1, 8)
assert 2.7 < exponent < 3.5
print(f"He decay exponent from X=3,4,5 without reference: {exponent:.3f}")

limits = {}
for x, y in ((3, 2), (4, 3), (5, 4), (5, 3)):
    limits[x, y] = two_point(corr[x], corr[y], x, y)
    solved = solve_model(corr[x], corr[y], x, y)
    assert abs(solved[0] - limits[x, y]) < 1e-12
    error = limits[x, y] - reference
    assert abs(error) < 0.5 * abs(missing[x])
    print(f"He extrapolated from {y},{x}: {limits[x, y]:.6f} Eh, "
          f"error {error*1e3:+.3f} mEh, A {solved[1]:.5f} Eh")
step = corr[5] - corr[4]
added = step * 4**3 / (5**3 - 4**3)
assert abs(corr[5] + added - limits[5, 4]) < 1e-12
print(f"He step E5-E4: {step*1e3:.3f} mEh; correction added to E5: {added*1e3:.3f} mEh")
to_kj = constants.value("Hartree energy") * constants.N_A / 1000
print(f"He 4,5 limit in kJ/mol: {limits[5, 4]*to_kj:.2f}; "
      f"its error: {(limits[5, 4]-reference)*to_kj:+.2f}")

# ---- An omitted X^-4 term leaves a bias of opposite sign ----
for x, y in ((3, 2), (5, 4), (5, 3)):
    e_inf, a, b = -0.3, 0.2, 0.1
    energies = [e_inf + a / k**3 + b / k**4 for k in (x, y)]
    bias = solve_model(*energies, x, y)[0] - e_inf
    assert abs(bias + b / (x * y * (x * x + x * y + y * y))) < 1e-12
    print(f"Bias/B from omitted B/X^4, pair {y},{x}: {bias/b:.6f}")

# ---- Size consistency: two different H2 molecules far apart ----
bond_a, bond_b, distance = 1.4, 3.0, 1000.0
atoms_a = f"H 0 0 0; H 0 0 {bond_a}"
atoms_b = f"H {distance} 0 0; H {distance} 0 {bond_b}"
frag_a = {x: ccsd_correlation(hartree_fock(atoms_a, BASIS[x])) for x in (2, 3, 4)}
frag_b = {x: ccsd_correlation(hartree_fock(atoms_b, BASIS[x])) for x in (2, 3, 4)}
pair_cc, pair_ci = {}, {}
for x in (2, 3):
    mf = hartree_fock(atoms_a + "; " + atoms_b, BASIS[x])
    pair_cc[x] = ccsd_correlation(mf)
    cisd = ci.CISD(mf)
    cisd.conv_tol = 1e-10
    cisd.max_cycle = 150
    cisd.kernel()
    assert cisd.converged
    pair_ci[x] = cisd.e_corr
print(f"H2 bond lengths {bond_a}, {bond_b} bohr; separation {distance:.0f} bohr")
for x in (2, 3):
    print(f"X={x}: A {frag_a[x]:.6f}, B {frag_b[x]:.6f}, AB CCSD {pair_cc[x]:.6f}, "
          f"AB CISD {pair_ci[x]:.6f} Eh")
lim_a = two_point(frag_a[3], frag_a[2], 3, 2)
lim_b = two_point(frag_b[3], frag_b[2], 3, 2)
lim_cc = two_point(pair_cc[3], pair_cc[2], 3, 2)
lim_ci = two_point(pair_ci[3], pair_ci[2], 3, 2)
assert abs(lim_cc - lim_a - lim_b) < 1e-6
defect = {x: pair_ci[x] - frag_a[x] - frag_b[x] for x in (2, 3)}
defect_limit = lim_ci - lim_a - lim_b
assert min(defect.values()) > 1e-4 and defect_limit > 1e-4
print(f"Limits 2,3: A {lim_a:.6f}, B {lim_b:.6f}, sum {lim_a+lim_b:.6f}, "
      f"AB CCSD {lim_cc:.6f} Eh")
print(f"CCSD additivity defect of limit: {abs(lim_cc-lim_a-lim_b)*1e6:.3f} microEh")
print(f"CISD defect X=2: {defect[2]*1e3:.3f}, X=3: {defect[3]*1e3:.3f}, "
      f"limit: {defect_limit*1e3:.3f} mEh")


def exponential_limit(e2, e3, e4):
    """Limit of E_inf + B exp(-c X) through three successive energies."""
    return (e2 * e4 - e3**2) / (e2 + e4 - 2 * e3)


exp_a = exponential_limit(*[frag_a[x] for x in (2, 3, 4)])
exp_b = exponential_limit(*[frag_b[x] for x in (2, 3, 4)])
exp_ab = exponential_limit(*[frag_a[x] + frag_b[x] for x in (2, 3, 4)])
exp_defect = exp_ab - exp_a - exp_b
assert abs(exp_defect) > 1e-8
print(f"X=4 fragments: A {frag_a[4]:.6f}, B {frag_b[4]:.6f} Eh")
print(f"Exponential three-point defect, additive inputs: {exp_defect*1e6:.3f} microEh")

# ---- Noise: sampled and enumerated errors against the formulas ----
rng = np.random.default_rng(7)
samples = rng.standard_normal((2, 400000))
for x, y in ((3, 2), (4, 3), (5, 4), (6, 5), (5, 3)):
    spread = solve_model(samples[0], samples[1], x, y)[0].std()
    factor = sqrt(x**6 + y**6) / (x**3 - y**3)
    assert abs(spread / factor - 1) < 0.01  # sampling error is about 0.1 percent
    corners = [solve_model(p, q, x, y)[0]
               for p, q in itertools.product((-1.0, 1.0), repeat=2)]
    worst = (x**3 + y**3) / (x**3 - y**3)
    assert abs(max(corners) - worst) < 1e-10
    assert abs(solve_model(1.0, 1.0, x, y)[0] - 1) < 1e-10
    w_x, w_y = two_point(1, 0, x, y), two_point(0, 1, x, y)
    print(f"Pair {y},{x}: wX {w_x:.4f}, wY {w_y:.4f}, noise factor {factor:.4f} "
          f"(sampled {spread:.4f}), worst case {worst:.4f}")

rho = 0.9
partner = rho * samples[0] + sqrt(1 - rho**2) * samples[1]
spread = solve_model(samples[0], partner, 5, 4)[0].std()
w_x, w_y = two_point(1, 0, 5, 4), two_point(0, 1, 5, 4)
correlated = sqrt(w_x**2 + w_y**2 + 2 * rho * w_x * w_y)
assert abs(spread / correlated - 1) < 0.01
print(f"Pair 4,5 with error correlation {rho}: noise factor {correlated:.4f} "
      f"(sampled {spread:.4f})")
unit_response = [solve_model(1.0, 0.0, 100, 99)[0], solve_model(0.0, 1.0, 100, 99)[0]]
growth = np.hypot(*unit_response) / (sqrt(2) * 100 / 3)
assert abs(growth - 1) < 0.01
print(f"Noise factor over sqrt(2)X/3 at X=100, Y=99: {growth:.4f}")
sigma = 10.0
print(f"Chosen input noise {sigma:.0f} microEh, pair 4,5: independent "
      f"{sigma*np.hypot(w_x, w_y):.2f}, correlated {sigma*correlated:.2f} microEh")
print("no test failed")
```

Output:

```
He Hylleraas energy, 34 terms: -2.903721 Eh
  lowering from 22 to 34 terms: 8.42 microEh
  13 terms with odd r12 powers, error: 0.0805 mEh
  20 terms, even r12 powers only, error: 2.8431 mEh
He near-limit Hartree-Fock energy: -2.861679 Eh
He reference correlation energy: -0.042042 Eh
He X=2, N=5: Ecorr -0.032434 Eh, missing 9.607 mEh, X^3*missing 76.9 mEh, HF error 6.519 mEh
He X=3, N=14: Ecorr -0.039079 Eh, missing 2.963 mEh, X^3*missing 80.0 mEh, HF error 0.526 mEh
He X=4, N=30: Ecorr -0.040897 Eh, missing 1.145 mEh, X^3*missing 73.3 mEh, HF error 0.165 mEh
He X=5, N=55: Ecorr -0.041527 Eh, missing 0.515 mEh, X^3*missing 64.3 mEh, HF error 0.054 mEh
He decay exponent from X=3,4,5 without reference: 3.101
He extrapolated from 2,3: -0.041876 Eh, error +0.165 mEh, A 0.07554 Eh
He extrapolated from 3,4: -0.042223 Eh, error -0.182 mEh, A 0.08490 Eh
He extrapolated from 4,5: -0.042188 Eh, error -0.147 mEh, A 0.08268 Eh
He extrapolated from 3,5: -0.042202 Eh, error -0.160 mEh, A 0.08431 Eh
He step E5-E4: -0.630 mEh; correction added to E5: -0.661 mEh
He 4,5 limit in kJ/mol: -110.77; its error: -0.39
Bias/B from omitted B/X^4, pair 2,3: -0.008772
Bias/B from omitted B/X^4, pair 4,5: -0.000820
Bias/B from omitted B/X^4, pair 3,5: -0.001361
H2 bond lengths 1.4, 3.0 bohr; separation 1000 bohr
X=2: A -0.034689, B -0.064576, AB CCSD -0.099265, AB CISD -0.094791 Eh
X=3: A -0.039374, B -0.066672, AB CCSD -0.106046, AB CISD -0.101124 Eh
Limits 2,3: A -0.041347, B -0.067554, sum -0.108901, AB CCSD -0.108901 Eh
CCSD additivity defect of limit: 0.000 microEh
CISD defect X=2: 4.474, X=3: 4.922, limit: 5.110 mEh
X=4 fragments: A -0.040337, B -0.067465 Eh
Exponential three-point defect, additive inputs: 118.502 microEh
Pair 2,3: wX 1.4211, wY -0.4211, noise factor 1.4821 (sampled 1.4796), worst case 1.8421
Pair 3,4: wX 1.7297, wY -0.7297, noise factor 1.8774 (sampled 1.8741), worst case 2.4595
Pair 4,5: wX 2.0492, wY -1.0492, noise factor 2.3022 (sampled 2.2982), worst case 3.0984
Pair 5,6: wX 2.3736, wY -1.3736, noise factor 2.7424 (sampled 2.7378), worst case 3.7473
Pair 3,5: wX 1.2755, wY -0.2755, noise factor 1.3049 (sampled 1.3028), worst case 1.5510
Pair 4,5 with error correlation 0.9: noise factor 1.1958 (sampled 1.1938)
Noise factor over sqrt(2)X/3 at X=100, Y=99: 0.9952
Chosen input noise 10 microEh, pair 4,5: independent 23.02, correlated 11.96 microEh
no test failed
```
